# Green-Function Transmission Settings for a Polarized Tunnel Barrier

## What the setting computes

A two-terminal Green-function calculation replaces two half-infinite electrodes by self-energies and returns a transmission $T$. For a chain with nodes $0,\dots,N$ and no absorption or inelastic scattering inside, the result is

$$T=\Gamma_L\Gamma_R|G_{N0}|^2,\qquad I_{j\to j+1}(E)=2t_j\,\mathrm{Re}\,G^<_{j,j+1}=T\,(f_L-f_R), \tag{1}$$

with the same spectral current $I$ on every bond. The current density through a wide junction is

$$J=\frac{e\,m_e}{2\pi^2\hbar^3}\int dE\,(f_L-f_R)\int_0^\infty dE_p\,T(E,E_p). \tag{2}$$

Here $E$ is the total energy, $E_p=\hbar^2k_p^2/2m_e$ the energy of motion parallel to the layers in the electrodes, and $f_{L,R}$ the Fermi functions. The user chooses the grid spacing, the electrode length, the imaginary broadening and the sampling of $k_p$. The derivation below gives a criterion for each.

The model is a ferroelectric film ($0<x<d$, mass $m_b$) between two parabolic metals of mass $m_e$. Electrons move ballistically and conserve $k_p$. Positive $x$ and positive polarization $P$ point right. The left Fermi level is zero and the right one is $-eV$, so $V>0$ drives electrons to the right, which is counted as positive current.

## The potential and the electrode length

Let $U$ be the electrostatic energy of an electron, so the electric field is $U'/e$. In linear Thomas-Fermi screening, raising $U$ by $\delta U$ removes $g\,\delta U$ electrons per volume, where $g=3n/2E_F$ is the density of states of a parabolic metal with density $n$. Poisson's equation becomes $\varepsilon\,\delta U''=e^2g\,\delta U$, hence exponential decay over $l=\sqrt{\varepsilon/e^2g}$.

There is no free charge at the interfaces apart from this screening charge, so the displacement $D$ is continuous there. The field is $(D/\varepsilon_1)e^{x/l_1}$ on the left, $(D-P)/\varepsilon_f$ in the film and $(D/\varepsilon_2)e^{-(x-d)/l_2}$ on the right. Its integral is the total change of $U/e$, which is $-V$:

$$\frac{Dl_1}{\varepsilon_1}+\frac{(D-P)d}{\varepsilon_f}+\frac{Dl_2}{\varepsilon_2}=-V
\;\Rightarrow\;
D=\frac{Pd/\varepsilon_f-V}{d/\varepsilon_f+l_1/\varepsilon_1+l_2/\varepsilon_2}.$$

The left interface is shifted by $+eDl_1/\varepsilon_1$ and the right one, relative to its own bulk, by $-eDl_2/\varepsilon_2$.

The example has $d=3$ nm, $P=10$ µC/cm² and relative film permittivity 30. The metals have Fermi energies 5 and 1.5 eV and permittivities 10 and 5, which give $l=0.190$ and $0.182$ nm. Dividing lengths by relative permittivities, at $V=0$,

$$D=10\times\frac{0.1000}{0.1000+0.0190+0.0364}=6.43\ \text{µC/cm}^2 .$$

For $P$ right the interface shifts are $+0.138$ and $-0.264$ eV.

**Electrode length.** The explicit electrode must be long enough for the shift to die out before the lead begins. A length $L$ leaves $|\delta U|e^{-L/l}$. Here $L=2$ nm leaves $0.264\,e^{-11.0}\approx4\times10^{-6}$ eV on the right.

## The grid and the leads

The mass varies, so the kinetic operator is $-\frac{d}{dx}\frac{\hbar^2}{2m}\frac{d}{dx}$. Giving each bond its own $t=\hbar^2/2ma^2$ yields

$$E\psi_j=(t_{j-1}+t_j+W_j)\psi_j-t_{j-1}\psi_{j-1}-t_j\psi_{j+1}, \tag{3}$$

where $W$ contains the band edge, $U$, and the parallel energy $\hbar^2k_p^2/2m(x)=E_p\,m_e/m(x)$. A node on an interface represents half a cell of each material, so it takes the mean of the two band edges and of the two parallel energies.

In the uniform left lead, a wave of wavenumber $k$ has longitudinal energy $2t(1-\cos ka)$ above the band edge. Send in a wave of unit amplitude: $\psi_j=e^{ikja}+re^{-ikja}$ for $j\le0$. Then

$$\psi_{-1}=e^{ika}\psi_0-2i\sin ka .$$

Inserting this in (3) at $j=0$, with $H_{00}$ the diagonal element there, gives

$$(E-H_{00}-\Sigma_L)\psi_0+t_0\psi_1=i\Gamma_L,\quad \Sigma_L=-te^{ika},\quad \Gamma_L=-2\,\mathrm{Im}\,\Sigma_L=2t\sin ka .$$

On the right there is only an outgoing wave, which gives $\Sigma_R$ in the same way without a source. With $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$, therefore, $\psi_N=i\Gamma_LG_{N0}$. The grid flux of a plane wave is proportional to $t\sin ka\,|\psi|^2$, that is, to $\Gamma|\psi|^2$. The flux ratio is

$$T=\frac{\Gamma_R|\psi_N|^2}{\Gamma_L}=\Gamma_L\Gamma_R|G_{N0}|^2 .$$

## The rectangular barrier and the grid spacing

Take $P=V=0$ and equal electrodes. At the interface node, continue the electrode solution $\psi^e$ and the film solution $\psi^b$ one node beyond their regions. Each continued solution obeys its own bulk equation. Half the sum of these equations, subtracted from (3), leaves continuity of the centred flux:

$$t_e(\psi^e_1-\psi^e_{-1})=t_b(\psi^b_1-\psi^b_{-1}).$$

In the film write $\psi=\alpha\cosh\kappa x+\beta\sinh\kappa x$, where $2t_b(\cosh\kappa a-1)$ is the film's $W$ minus $E$. Define $\rho=t_b\sinh\kappa a/(t_e\sin ka)$. Matching at $x=0$ gives

$$\alpha=1+r,\qquad \rho\beta=i(1-r).$$

With transmitted amplitude $\tau$ at $x=d$, and $c=\cosh\kappa d$, $s=\sinh\kappa d$,

$$\alpha c+\beta s=\tau,\quad \rho(\alpha s+\beta c)=i\tau
\;\Rightarrow\;
\alpha=\tau\left(c-\frac{i}{\rho}s\right),\quad \beta=\tau\left(\frac{i}{\rho}c-s\right),$$

where $c^2-s^2=1$ was used. Eliminating $r$ through $2=\alpha-i\rho\beta$ gives $2=\tau[2c+i(\rho-1/\rho)s]$. Since the leads are equal, $T=|\tau|^2$, so

$$\frac1T=c^2+\frac{(\rho-1/\rho)^2}{4}s^2=1+\frac14\left(\rho+\frac1\rho\right)^2\sinh^2\kappa d. \tag{4}$$

For $a\to0$, $\rho\to(\kappa/m_b)/(k/m_e)$ and (4) is the analytic rectangular result. Above the barrier $\kappa$ becomes imaginary and the same expression describes the resonances. The Green function was tested against the grid form of (4) at six energies from $-3$ to $3.3$ eV, on both sides of the barrier top, each with two values of $E_p$. The largest relative difference was $9\times10^{-13}$.

The spacing error follows by expanding the two dispersion relations. At fixed energy, with $k$ and $\kappa$ now the continuum values, the grid replaces

$$\kappa\to\kappa\left(1-\frac{\kappa^2a^2}{24}\right),\qquad \rho\to\rho\left(1+\frac{(k^2+\kappa^2)a^2}{8}\right).$$

For an opaque barrier $\sinh^2\kappa d\approx e^{2\kappa d}/4$, so $\ln T\approx\ln16-2\kappa d-2\ln(\rho+1/\rho)$ and

$$\delta\ln T\approx\frac{\kappa^3d\,a^2}{12}-\frac{\rho^2-1}{\rho^2+1}\,\frac{(k^2+\kappa^2)a^2}{4}. \tag{5}$$

For a 2 eV barrier with $m_b=0.2$ and $m_e=1$ free-electron masses, and both Fermi energies 5 eV, $\hbar^2/2m_0=0.0381$ eV nm² gives $\kappa=3.24$ and $k=11.5$ nm⁻¹ at the Fermi level, with $\rho^2=2$. At $a=0.02$ nm the terms are $+0.0034$ and $-0.0047$, together $-0.0013$. The computed $1.2799\times10^{-8}$ lies below the analytic $1.2816\times10^{-8}$ by a relative 0.0014.

**Grid spacing.** For an opaque barrier, make the sum of $\kappa^3da^2/12$ and $(k^2+\kappa^2)a^2/4$ smaller than the tolerated relative error in $T$. Their partial cancellation here depends on $\rho>1$ and should not be relied on. Halving the spacing should divide the error by about four; for a 1 nm film the factor was 4.06.

The polarized barrier has no such closed form here. Its transmission was instead compared with direct integration of the continuum wave equation. After removal of the $a^2$ error by $\ln T=(4\ln T_{a/2}-\ln T_a)/3$, with $a=0.02$ nm, the largest relative difference for the two polarizations was $1.1\times10^{-5}$.

## Current conservation and the broadening

The hopping term $-t_j(c^\dagger_{j+1}c_j+c^\dagger_jc_{j+1})$ changes the occupation of node $j+1$. From $\dot n=(i/\hbar)[H,n]$, the electron flow into it across this bond is

$$\frac{it_j}{\hbar}\left(\langle c^\dagger_{j+1}c_j\rangle-\langle c^\dagger_jc_{j+1}\rangle\right)=-\frac{2t_j}{\hbar}\,\mathrm{Im}\langle c^\dagger_{j+1}c_j\rangle .$$

With $G^<_{j,j+1}=i\langle c^\dagger_{j+1}c_j\rangle$ this equals $(2t_j/\hbar)\,\mathrm{Re}\,G^<_{j,j+1}$. Resolved in energy, the flow is $\int I\,dE/h$ with $I=2t_j\,\mathrm{Re}\,G^<_{j,j+1}(E)$.

The two leads fill states independently, so $G^<=iG(f_L\Gamma_L+f_R\Gamma_R)G^\dagger$, each $\Gamma$ acting on its end node. Consider the left-injected part and write $\phi_j=G_{j0}$. Its current is $2f_L\Gamma_L\,t_j\,\mathrm{Im}(\phi_j^*\phi_{j+1})$. Multiply the equation for an interior node by $\phi_j^*$ and take the imaginary part. The real diagonal terms vanish, leaving

$$t_j\,\mathrm{Im}(\phi_j^*\phi_{j+1})=t_{j-1}\,\mathrm{Im}(\phi_{j-1}^*\phi_j).$$

Thus the current is uniform. At the last node the self-energy contributes $\mathrm{Im}\,\Sigma_R=-\Gamma_R/2$, and the same step gives $t_{N-1}\mathrm{Im}(\phi_{N-1}^*\phi_N)=\Gamma_R|\phi_N|^2/2$. The left-injected current is therefore $f_LT$. The right-injected current is $-f_RT$ by the mirrored argument, because $H$ is real and symmetric and $G_{0N}=G_{N0}$. This proves (1).

At $V=0.1$ V, $P$ right and 300 K, the channel with $k_p=0$ carries 110 fA including both spins. The energy-integrated bond currents have a total spread of $9.5\times10^{-7}$ relative to the Landauer current, and their mean agrees with it to $8\times10^{-8}$.

Now add $-i\eta$ to the energies of the film nodes. The imaginary part of the node equation gains $\eta|\phi_j|^2$, so for left injection

$$I_{j-1\to j}-I_{j\to j+1}=2\eta f_L\Gamma_L|\phi_j|^2 .$$

The film absorbs electrons. At $E=0$, with $f_L=1$, $f_R=0$ and $\eta=1$ meV, the flux falls from $4.7\times10^{-4}$ at the first bond to $1.8\times10^{-8}$ at the last. The loss predicted from the density is also $4.7\times10^{-4}$. A broadening that looks small beside 2 eV absorbs a flux that is large beside a transmission of $10^{-8}$.

**Broadening.** Use analytic lead self-energies and $\eta=0$ in the film. If a finite value is unavoidable, the bond current stays nearly uniform only while the absorbed flux is far below $T$. Scaling the loss linearly, a uniform spectral current at this one energy requires $\eta\ll4\times10^{-8}$ eV. The energy-integrated current is more demanding, because filled states with $f_L=f_R$ are absorbed too while carrying no net current. For the 110 fA channel, $\int T(f_L-f_R)\,dE=1.4\times10^{-9}$ eV must be compared with the loss summed over several eV of filled states, which requires $\eta\ll10^{-9}$ eV. The product $\Gamma_L\Gamma_R|G_{N0}|^2$ is far less sensitive, since the last bond still carries nearly the lossless flux at 1 meV. A stable $T$ therefore does not show that current is conserved; comparing the first and last bond currents does.

## Parallel momentum

Summing over spin and $k_p$ gives $J=(2e/h)\int\frac{d^2k_p}{(2\pi)^2}\int dE\,T(f_L-f_R)$. Since $d^2k_p\to(2\pi m_e/\hbar^2)\,dE_p$, the prefactor is that of (2).

If $m_b=m_e$, $T$ depends only on $E_x=E-E_p$. The $E_p$ integral of each Fermi function is then $k_BT_0\ln[1+e^{(\mu-E_x)/k_BT_0}]$, with $T_0$ the temperature and $\mu$ that lead's Fermi level, and one energy integral remains. Both routes were compared with all masses set to 0.2, and agreed to a relative $7\times10^{-8}$.

For unequal masses the shortcut fails. At fixed $E$ the film has $\kappa^2=\kappa_0^2+k_p^2$, where $\kappa_0$ is the value at $k_p=0$. For $k_p\ll\kappa_0$ this gives $\kappa\approx\kappa_0+k_p^2/2\kappa_0$ and

$$T\approx T_0^{\perp}\,e^{-k_p^2d/\kappa_0},\qquad
\int\frac{d^2k_p}{(2\pi)^2}e^{-k_p^2d/\kappa_0}=\frac{\kappa_0}{4\pi d}, \tag{6}$$

where $T_0^{\perp}$ is the transmission at $k_p=0$ and the prefactor is held constant. In the shortcut, $T(E-E_p)$ contains $\kappa^2=\kappa_0^2+(m_b/m_e)k_p^2$, so its Gaussian is too wide and $J$ too large by about $m_e/m_b=5$. The full calculation gives 4.8.

Equation (6) also connects the single channel to the area current. With $\kappa_0=3.24$ nm⁻¹ it gives 0.086 channels per nm², so $J\approx110\ \text{fA}\times0.086\ \text{nm}^{-2}=0.95$ A/cm². The integral (2) gives 0.91 A/cm².

**Transverse sampling.** The scale to resolve is $\sqrt{\kappa_0/d}$, here 1.0 nm⁻¹. On a uniform two-dimensional mesh a spacing $\Delta k$ equal to this scale is accurate to about 0.1% here, because such a sum over a smooth peak converges exponentially; at 1.5 times the scale the error is already about 7%. A radial trapezoidal sum with weight $2\pi k_p$ has a relative error of about $\Delta k^2d/6\kappa_0$ and needs a spacing well below the scale. These estimates hold for an opaque barrier whose slowest decay lies at $k_p=0$. In a crystal the minimum may lie elsewhere, and the sampling must then resolve that region.

## Reversing the polarization

At $V=0$ and with equal electrodes, $P\to-P$ turns the potential into its mirror image. Mirroring exchanges the ends of the chain, and $G_{N0}=G_{0N}$, so $T$ cannot change. The computed ratio is 1.000000.

With the unequal metals, $T=1.39\times10^{-8}$ for $P$ right and $6.10\times10^{-9}$ for $P$ left, a ratio of 2.28. Most of the contrast comes from the mean barrier. To first order in $U$ the exponent $2\int\kappa\,dx$ changes by $(\kappa_0d/\Phi)\bar U$, where $\Phi$ is the 2 eV barrier and $\bar U$ the mean shift in the film. For $P$ right $\bar U=(0.138-0.264)/2=-0.063$ eV, and reversal changes it by 0.126 eV. The exponent should therefore change by $4.86\times0.126=0.61$. The integrated exponents are 19.12 and 19.74, in agreement.

The full logarithmic ratio is $\ln2.28=0.82$, so the exponent supplies 75% and the rest lies outside it. A control calculation raises only the right permittivity until $l_1/\varepsilon_1=l_2/\varepsilon_2$. The two film potentials are then mirror images with equal exponents, yet a ratio of 1.11 remains. The electrodes still differ in Fermi energy and in the width of their screening layers; this control does not separate the two effects.

At 0.1 V the current densities are 0.91 and 0.41 A/cm², or resistance-area products of 0.11 and 0.24 Ω cm². Their ratio is 2.21 to 2.22 at the four biases computed, from $-0.1$ to $0.2$ V.

## How far the numbers apply to a real junction

The film parameters are rough values for a thin hafnium-zirconium-oxide junction; the electrodes are model metals with equal flat-band barriers. The assumption most exposed is fixed $P$. The film field opposing $P$ right is 1.34 MV/cm at zero bias and 1.56 MV/cm at 0.1 V, within a rough coercive range of 1 to 2 MV/cm. $P$ left is opposed by 1.34 and 1.13 MV/cm at the same biases. In either state part of the film may switch back. If domains conduct in parallel without disturbing each other, $J$ at 0.1 V then lies between 0.41 and 0.91 A/cm² and the ratio can fall towards one.

The absolute current is less certain than the ratio. If 0.2 is a band-edge mass, a two-band dispersion $\kappa^2\propto\Phi(1-\Phi/E_g)$ with a rough gap $E_g=5.5$ eV multiplies the exponential factor by about 40. It also weakens the contrast: the response of the exponent to a small barrier shift is multiplied by $(1-2\Phi/E_g)/\sqrt{1-\Phi/E_g}=0.34$, which lowers the ratio from 2.3 to roughly 1.5. If the mass was fitted to tunnelling with a parabolic band, these corrections must not be added. A film 0.2 nm thicker carries 0.27 times the current at the same $P$. Lowering the whole barrier by the mid-film image energy, 0.074 eV for perfect metal planes and a rough optical permittivity of 4.5, multiplies $J$ by 1.45 and 1.43 for the two states. The lowering is larger near the electrodes, so these factors are lower bounds, not estimates of the full image correction.

Three further omissions are small here. Nonlinear screening at the same $D$ changes the right interface shift by less than 2%, operation at 358 K raises $J$ by 1.4%, and thermionic emission over the barrier is negligible. Trap-assisted leakage and inelastic scattering are absent and cannot be sized from these inputs. The values behind these estimates are in the numerical output.

The local screening law itself is not a small approximation. Thomas-Fermi theory needs a potential that varies slowly over a Fermi wavelength, but here $k_Fl=2.2$ and $1.1$. The barrier pushes electron density away from the interface, which moves the screening charge into the metal by a fraction of $1/k_F$. As a measure of the sensitivity, adding $0.5/k_F$ to each $l$ raises $l/\varepsilon$ to 0.023 and 0.052 nm, the change of $\bar U$ on reversal from 0.126 to 0.19 eV, and the exponential part of the ratio from 1.85 to about 2.5. For a real junction, $l/\varepsilon$ is better treated as an effective interface parameter than computed from $E_F$.

## Values computed for the example and the checks

```
Film: d 3.0 nm, barrier 2.0 eV, eps 30.0, P 10.0 uC/cm2
Masses: film 0.2, electrodes 1.0 m0; temperature 300.0 K
Electrode Fermi energies: (5.0, 1.5) eV; permittivities (10.0, 5.0)
Screening lengths left, right: 0.1905, 0.1820 nm
Screening length / permittivity: 0.0190, 0.0364 nm
Displacement at zero bias, P right: 6.433 uC/cm2
Interface energy shifts, P right: +0.1384, -0.2645 eV
Film field, P right, zero bias: -1.343 MV/cm
Film field, P right, 0.1 V: -1.557 MV/cm
Largest Poisson profile difference: 5.9e-05 eV
Rectangular T at Fermi level, analytic (both E_F 5 eV): 1.28164e-08
Rectangular T, grid 0.02 and 0.01 nm: 1.27985e-08, 1.28121e-08
Largest relative error against grid formula: 8.8e-13
Error ratio on halving grid, 1 nm film: 4.062
Polarized T at zero bias, P right: 1.38828e-08
Polarized T at zero bias, P left: 6.10095e-09
Largest relative difference from wave equation: 1.1e-05
Transmission ratio right/left: 2.2755
Same ratio, identical electrodes: 1.000000
Same ratio, equal length/permittivity only: 1.1052
Barrier exponents, P right and left: 19.1236, 19.7372
Exponent change / log transmission ratio: 0.746
Current of k_parallel=0 channel, both spins, 0.1 V: 110.241 fA
Relative bond-current spread: 9.5e-07
Relative bond-current minus Landauer difference: 7.9e-08
Absorbing film (eta 0.001 eV): first, last flux 4.7245e-04, 1.7836e-08
Absorption predicted from density: 4.7244e-04
Equal-mass supply-formula relative difference: 6.9e-08
J at -0.10 V, P right, left: -9.5098e-01, -4.2919e-01 A/cm2; ratio 2.216
J at +0.05 V, P right, left: 4.5710e-01, 2.0667e-01 A/cm2; ratio 2.212
J at +0.10 V, P right, left: 9.1306e-01, 4.1290e-01 A/cm2; ratio 2.211
J at +0.20 V, P right, left: 1.8537e+00, 8.3800e-01 A/cm2; ratio 2.212
Resistance-area at 0.1 V, right, left: 0.1095, 0.2422 ohm cm2
Relative J change, grid 0.02 instead of 0.01 nm: -0.0008
Supply shortcut / full J with unequal masses: 4.764
Mid-film image lowering (optical eps 4.5): 0.0739 eV
J factor from that lowering, P right, left: 1.452, 1.434
Two-band exponent factor on T (gap 5.5 eV): 42.1
J factor for 3.2 nm instead of 3.0 nm: 0.2664
J factor at 358 K: 1.0136
Thermionic estimate over barrier: 2.1e-29 A/cm2
Right shift, nonlinear screening at same D, P right, left: -0.2608, +0.2686 eV
```
